# The Löwdin–Shapiro Extremal Projector and Direct Generation of Coupled Angular-Momentum States

## 1. The problem with a product state

A product of angular-momentum states has a definite projection $M$, but in general no definite total angular momentum. Take spins $3/2$ and $1$ in the product with $m_1=3/2$, $m_2=-1$. Its projection is $M=1/2$, yet only half of its squared norm belongs to total angular momentum $1/2$; the rest belongs to $3/2$ and $5/2$. Used as a doublet, it would give wrong expectation values of $\mathbf J^2$ and, in general, of other operators that distinguish the multiplets.

One remedy is to start from the largest $M$, lower step by step, and orthogonalize at each new multiplet. This constructs all higher multiplets before the wanted one. The operator derived here removes them from a chosen product directly, using only ladder operators.

## 2. Setting and conventions

We set $\hbar=1$, so all quantities are dimensionless. The operators act on a finite-dimensional space, with $J_-=J_+^\dagger$ and

$$[J_0,J_\pm]=\pm J_\pm,\qquad [J_+,J_-]=2J_0,\qquad \mathbf J^2=J_-J_++J_0(J_0+1). \tag{1}$$

Let $V_j$ be the weight space $J_0=j$, where $2j$ is a non-negative integer. For $v\in V_j$, (1) gives

$$\|J_+v\|^2=\langle v|\mathbf J^2|v\rangle-j(j+1)\|v\|^2. \tag{2}$$

If $v$ has total angular momentum $j$, the right side vanishes, so $J_+v=0$. Conversely, if $J_+v=0$, (1) gives $\mathbf J^2v=j(j+1)v$. Within $V_j$, selecting total angular momentum $j$ is therefore the same as selecting the vectors annihilated by $J_+$, called highest-weight vectors.

The claim is that on $V_j$ the orthogonal projector onto these vectors is

$$P_j=\sum_{k\ge0}c_kJ_-^kJ_+^k,\qquad c_k=\frac{(-1)^k(2j+1)!}{k!\,(2j+k+1)!}. \tag{3}$$

The sum terminates: $J_+^kv$ has weight $j+k$, which cannot exceed the largest total angular momentum $J_{\max}$ in the space.

## 3. Derivation of the coefficients

We first need

$$[J_+,J_-^k]=kJ_-^{k-1}(2J_0-k+1),\qquad k\ge1. \tag{4}$$

For $k=1$ this is (1). Assume it for $k$. Since $J_0J_-=J_-(J_0-1)$,

$$\begin{aligned}
[J_+,J_-^{k+1}]&=[J_+,J_-^k]J_-+J_-^k[J_+,J_-]\\
&=kJ_-^{k-1}(2J_0-k+1)J_-+2J_-^kJ_0\\
&=J_-^k\left[k(2J_0-k-1)+2J_0\right]\\
&=(k+1)J_-^k(2J_0-k),
\end{aligned}$$

which is (4) with $k+1$ in place of $k$.

Now apply $J_+$ to one term of (3), acting on $v\in V_j$. In (4), $J_0$ meets $J_+^kv$ and has the value $j+k$, so the bracket becomes $2(j+k)-k+1=2j+k+1$:

$$J_+J_-^kJ_+^kv=J_-^kJ_+^{k+1}v+k(2j+k+1)J_-^{k-1}J_+^kv. \tag{5}$$

Multiply by $c_k$, sum, and replace $k$ by $k+1$ in the second part:

$$J_+P_jv=\sum_{k\ge0}\left[c_k+(k+1)(2j+k+2)c_{k+1}\right]J_-^kJ_+^{k+1}v. \tag{6}$$

It is sufficient that every bracket vanish:

$$c_{k+1}=-\frac{c_k}{(k+1)(2j+k+2)}. \tag{7}$$

We choose $c_0=1$, so that a vector already annihilated by $J_+$ is unchanged. Iteration gives

$$c_k=\frac{(-1)^k}{k!\,(2j+2)(2j+3)\cdots(2j+k+1)},$$

and multiplying numerator and denominator by $(2j+1)!$ gives (3).

## 4. Why the sum is the required projector

By construction $J_+P_jv=0$ for every $v\in V_j$. On such a vector every term of (3) with $k\ge1$ vanishes, so $P_j(P_jv)=P_jv$. Each $J_-^kJ_+^k$ is Hermitian and each $c_k$ is real, so $P_j$ is Hermitian. It is therefore an orthogonal projector. Its image contains only highest-weight vectors, and contains all of them because it leaves each unchanged.

The rank counts the multiplets of total angular momentum $j$. To find it, note that $J_+$ maps $V_j$ onto all of $V_{j+1}$. If it did not, some nonzero $w\in V_{j+1}$ would be orthogonal to the image, which means $J_-w=0$. But

$$\|J_-w\|^2=\langle w|J_-J_++2J_0|w\rangle=\|J_+w\|^2+2(j+1)\|w\|^2>0.$$

The kernel of $J_+$ in $V_j$ thus has dimension

$$\operatorname{rank}P_j=\dim V_j-\dim V_{j+1}. \tag{8}$$

The same projector can be written as Löwdin's product. Vectors in $V_j$ have total angular momentum $J=j,j+1,\ldots,J_{\max}$, and on $V_j$

$$P_j=\prod_{J=j+1}^{J_{\max}}\frac{\mathbf J^2-J(J+1)}{j(j+1)-J(J+1)}. \tag{9}$$

On total angular momentum $j$ every factor is one; on a larger value one factor is zero. The product removes the unwanted multiplets one at a time, while (3) arranges the same operator in powers of the ladder operators.

**The weight restriction.** The coefficients depend on $j$ because $J_0$ was replaced by its value in (5). With $j$ held fixed, (3) need not be a projector on another weight space. Apply the $j=3/2$ series to $|3/2,1/2\rangle$. By (1), $J_-J_+$ has the eigenvalue $15/4-3/4=3$; the coefficient is $c_1=-1/5$; and $J_+^2$ gives zero. The result is $1-3/5=0.4$ times the state, whereas a projector can have only the eigenvalues zero and one.

Negative weights need no projector of this kind. If $J_+v=0$ and $v\ne0$ has weight $M$, then $\|J_-v\|^2=2M\|v\|^2$, so $M$ cannot be negative.

## 5. Other magnetic components

The standard phase of the ladder operators is fixed by

$$J_-|j,\nu\rangle=\sqrt{(j+\nu)(j-\nu+1)}\,|j,\nu-1\rangle. \tag{10}$$

Lower from $\nu=j$ to $m$. The first factors under the root multiply to $(2j)!/(j+m)!$ and the second to $(j-m)!$. Hence

$$|jm\rangle=N_mJ_-^{j-m}|jj\rangle,\qquad N_m=\sqrt{\frac{(j+m)!}{(2j)!\,(j-m)!}}. \tag{11}$$

If $a$ labels orthonormal copies of the multiplet, $P_j=\sum_a|a\,jj\rangle\langle a\,jj|$ on $V_j$. Applying (11) on the left and its adjoint on the right gives

$$\sum_a|a\,jm\rangle\langle a\,jm'|=N_mN_{m'}J_-^{j-m}P_jJ_+^{j-m'}, \tag{12}$$

where the right side acts on weight $m'$. The operator $J_+^{j-m'}$ first brings the vector to weight $j$, where $P_j$ is valid. For $m=m'$ this is the projector onto total angular momentum $j$ within weight $m$.

## 6. Coupling two angular momenta

Let $\mathbf J=\mathbf J_1+\mathbf J_2$, and write $|m_1m_2\rangle$ for the product state. The triangle rule $|j_1-j_2|\le j\le j_1+j_2$, with $j_1+j_2-j$ an integer, makes the following non-negative integers:

$$n=j_1+j_2-j,\qquad d=j_2+j-j_1,\qquad e=j_1+j-j_2. \tag{13}$$

They satisfy $n+e=2j_1$ and $d+e=2j$. Set $\sigma=j_1+j_2+j=n+d+e$.

The number of products with projection $M\ge0$ is $j_1+j_2-M+1$ for $M\ge|j_1-j_2|$, and is constant below that. By (8), each $j$ allowed by the triangle rule occurs once, so $P_j=|jj\rangle\langle jj|$ on $V_j$.

Choose the trial state

$$|\phi\rangle=|j_1,\mu\rangle,\qquad \mu=j-j_1, \tag{14}$$

with the first momentum fully aligned. It exists because $j_2-\mu=n$ and $j_2+\mu=d$ are non-negative. We seek the amplitudes

$$A_r=\langle j_1-r,\mu+r|P_j|\phi\rangle,\qquad 0\le r\le n. \tag{15}$$

Since $J_{1+}$ annihilates the aligned factor, $J_+^k|\phi\rangle=J_{2+}^k|\phi\rangle$. On the way down both momenta contribute. Their operators commute, so

$$J_-^k=\sum_{r=0}^k\binom kr J_{1-}^{\,r}J_{2-}^{\,k-r}. \tag{16}$$

Repeated use of (10) and its adjoint gives

$$\begin{aligned}
\langle j_1-r|J_{1-}^{\,r}|j_1\rangle&=\sqrt{\frac{(2j_1)!\,r!}{(2j_1-r)!}},\\
\langle\mu+k|J_{2+}^{\,k}|\mu\rangle&=\sqrt{\frac{n!\,(d+k)!}{d!\,(n-k)!}},\\
\langle\mu+r|J_{2-}^{\,k-r}|\mu+k\rangle&=\sqrt{\frac{(d+k)!\,(n-r)!}{(n-k)!\,(d+r)!}}.
\end{aligned} \tag{17}$$

The last two multiply to $(d+k)!/(n-k)!$ times a root independent of $k$. Therefore

$$A_r=\sqrt{\frac{(2j_1)!\,r!\,n!\,(n-r)!}{(2j_1-r)!\,d!\,(d+r)!}}\;\sum_{k=r}^n c_k\binom kr\frac{(d+k)!}{(n-k)!}. \tag{18}$$

Put $k=r+s$ and $N=n-r$. The factor $k!$ in $c_k$ cancels that of the binomial, and the sum in (18) becomes

$$\frac{(-1)^r(2j+1)!}{r!}\,T,\qquad T=\sum_{s=0}^N\frac{(-1)^s(d+r+s)!}{s!\,(N-s)!\,(2j+r+s+1)!}. \tag{19}$$

To evaluate $T$, use the beta integral with $2j=d+e$:

$$\frac{(d+r+s)!}{(2j+r+s+1)!}=\frac1{e!}\int_0^1x^{d+r+s}(1-x)^e\,dx. \tag{20}$$

The sum over $s$ is now the binomial expansion of $(1-x)^N/N!$, so

$$T=\frac1{N!\,e!}\int_0^1x^{d+r}(1-x)^{e+N}dx=\frac{(d+r)!\,(2j_1-r)!}{(n-r)!\,e!\,(\sigma+1)!}, \tag{21}$$

where $e+N=2j_1-r$ and $d+r+e+N+1=\sigma+1$. Inserting (19) and (21) into (18) and combining the roots,

$$A_r=(-1)^r\frac{(2j+1)!}{(\sigma+1)!\,e!}\sqrt{\frac{(2j_1)!\,n!}{d!}\,\frac{(2j_1-r)!\,(d+r)!}{r!\,(n-r)!}}. \tag{22}$$

For $r=0$ the root is $(2j_1)!$. Because $P_j$ is a projector, $A_0$ is also the squared norm of the projected trial:

$$A_0=\langle\phi|P_j|\phi\rangle=\|P_j\phi\|^2=\frac{(2j_1)!\,(2j+1)!}{(\sigma+1)!\,e!}>0. \tag{23}$$

This trial therefore succeeds for every $j$ allowed by the triangle rule. Dividing by $\sqrt{A_0}$ normalizes the state and makes its component with $m_1=j_1$ positive, which is the Condon–Shortley phase convention. Since $r=j_1-m_1$,

$$\langle m_1,j-m_1|jj\rangle=(-1)^{j_1-m_1}\sqrt{K\frac{(j_1+m_1)!\,(j_2+j-m_1)!}{(j_1-m_1)!\,(j_2-j+m_1)!}}, \tag{24}$$

$$K=\frac{(2j+1)!\,n!}{(\sigma+1)!\,d!\,e!}. \tag{25}$$

### Limiting cases and order of coupling

For $j=j_1+j_2$ we have $n=0$, $e=2j_1$ and $\sigma=2j$, so $A_0=1$: the trial is already the coupled state.

For $j=0$, which requires $j_1=j_2$, we have $d=e=0$ and $n=2j_1$. The factorials in (24) cancel, leaving

$$\langle m_1,-m_1|00\rangle=\frac{(-1)^{j_1-m_1}}{\sqrt{2j_1+1}}. \tag{26}$$

All products have equal probability, and the retained fraction $A_0=1/(2j_1+1)$ falls as the momenta grow.

For $j_2=1/2$ and $j=j_1-1/2$, $n=1$ and $d=0$. The probabilities are $2j_1/(2j_1+1)$ for $m_1=j_1$ and $1/(2j_1+1)$ for $m_1=j_1-1$, with amplitudes of opposite sign. For large $j_1$ the trial is nearly the coupled state.

Exchanging the roles of the two momenta leaves $K$ and the factorial ratio in (24) unchanged. The phase becomes $(-1)^{j_2-m_2}$. Since $(j_1-m_1)+(j_2-m_2)=n$ at $M=j$, the state changes by the factor $(-1)^{j_1+j_2-j}$. Lowering is symmetric in the two momenta, so the same factor applies to every $m$. The order of coupling must be stated for this reason.

## 7. Coefficients for every projection

Let $m=m_1+m_2$ and $p=j-m$. Apply (11) to the highest state and expand $J_-^p$ as in (16), now with summation index $t$. The contributing product has projections $m_1+t$ and $m_2+p-t=j-m_1-t$. The lowering elements are

$$\begin{aligned}
\langle m_1|J_{1-}^{\,t}|m_1+t\rangle&=\sqrt{\frac{(j_1+m_1+t)!\,(j_1-m_1)!}{(j_1-m_1-t)!\,(j_1+m_1)!}},\\
\langle m_2|J_{2-}^{\,p-t}|j-m_1-t\rangle&=\sqrt{\frac{(j_2+j-m_1-t)!\,(j_2-m_2)!}{(j_2-j+m_1+t)!\,(j_2+m_2)!}}.
\end{aligned} \tag{27}$$

The highest-state amplitude (24), taken at $m_1+t$, contains the same $t$-dependent factorials under its root. They combine into factorials without a root, and the phase is $(-1)^{j_1-m_1-t}=(-1)^{j_1-m_1}(-1)^t$. Thus

$$\langle m_1m_2|jm\rangle=(-1)^{j_1-m_1}N_m\sqrt{K\frac{(j_1-m_1)!\,(j_2-m_2)!}{(j_1+m_1)!\,(j_2+m_2)!}}\;S, \tag{28}$$

$$S=\sum_t(-1)^t\binom pt\frac{(j_1+m_1+t)!\,(j_2+j-m_1-t)!}{(j_1-m_1-t)!\,(j_2-j+m_1+t)!}. \tag{29}$$

The sum runs over $0\le t\le p$ for which all factorial arguments are non-negative; other values would correspond to product states that do not exist. For $m=j$ only $t=0$ remains and (28) reduces to (24).

## 8. Spins 3/2 and 1 coupled to 1/2

Here $n=2$, $d=0$, $e=1$ and $\sigma=3$. The trial is $|3/2,-1\rangle$, written as $|m_1,m_2\rangle$, and the coefficients are $c_0=1$, $c_1=-1/3$ and $c_2=1/24$. Raising gives

$$J_+\phi=\sqrt2\,|3/2,0\rangle,\qquad J_+^2\phi=2\,|3/2,1\rangle.$$

Lowering these states by the same number of steps gives

$$\begin{aligned}
J_-J_+\phi&=2|3/2,-1\rangle+\sqrt6\,|1/2,0\rangle,\\
J_-^2J_+^2\phi&=4|3/2,-1\rangle+4\sqrt6\,|1/2,0\rangle+4\sqrt3\,|{-1/2},1\rangle.
\end{aligned}$$

In the order $|3/2,-1\rangle$, $|1/2,0\rangle$, $|{-1/2},1\rangle$, the partial sums are

$$(1,0,0)\;\to\;(0.333,-0.816,0)\;\to\;(0.500,-0.408,0.289).$$

For example, the first component ends as $1-2/3+4/24=1/2$. The norm of $J_+$ acting on the successive sums is $1.414$, $1.491$ and $0$. These values can be obtained without forming the partial sums. If the series is cut after $k=L$, the cancellations in (6) leave

$$J_+\sum_{k=0}^Lc_kJ_-^kJ_+^k\phi=c_LJ_-^LJ_+^{L+1}\phi. \tag{30}$$

For $L=1$ the remainder is $-(2/3)(\sqrt3\,|1/2,1\rangle+\sqrt2\,|3/2,0\rangle)$, of norm $2\sqrt5/3=1.491$. The terms with $k\ge1$ annihilate the component of total angular momentum $j$ and conserve $J$, so a partial sum differs from $P_j\phi$ only in the multiplets $J>j$, and $P_j\phi$ is the highest-weight vector nearest to it. By (2), the squared norm of $J_+$ on a partial sum adds the squared norms of these unwanted components with weights $J(J+1)-j(j+1)$. It is a weighted error, and it can rise while the plain distance from the projected state falls. That distance falls here from $0.707$ at $L=0$ to $0.527$ at $L=1$. It need not fall in general: for two spins $2$ coupled to zero, with the trial (14), it grows from $0.894$ to $2.191$ in the same step. There the sum through $k=1$ is $-|2,-2\rangle-2|1,-1\rangle$, while the projected state has five amplitudes of alternating sign and size $1/5$. A truncated series is therefore not a reliable approximation. The complete series also relies on cancellation between large terms of alternating sign. Summed term by term in double precision for two equal spins coupled to zero, its error is of order $10^{-8}$ for spin $10$ and $10^{-4}$ for spin $15$, and for spin $20$ it exceeds the amplitudes $1/41$ themselves. For large momenta one uses the closed form (22) or exact arithmetic. In the present example the remainder vanishes at $L=2$ because $J_+^3\phi=0$.

The squared norm of the result is $0.500$, in agreement with $2!\,3!/(4!\,1!)=1/2$ from (23). Division by its square root gives

$$|1/2,1/2\rangle=0.707|3/2,-1\rangle-0.577|1/2,0\rangle+0.408|{-1/2},1\rangle.$$

The probabilities are $1/2$, $1/3$ and $1/6$. Lowering once, with $N_{-1/2}=1$, gives amplitudes $0.408$, $-0.577$ and $0.707$ on $|1/2,-1\rangle$, $|{-1/2},0\rangle$ and $|{-3/2},1\rangle$. The first also follows from (28): $K=1/6$, the remaining ratio under the root is one, and $S=2-3=-1$. The phase $(-1)^1$ then makes the amplitude $+1/\sqrt6=0.408$.

## 9. Three spins and repeated doublets

The projector does not require the momenta to be coupled in pairs. For three spins $1/2$, let $\alpha$ and $\beta$ denote up and down. At $M=1/2$ there are three products, and at $M=3/2$ there is one, so (8) predicts two doublets. Raising $\alpha\alpha\beta$ gives $\alpha\alpha\alpha$; lowering this gives the sum of the three products. With $c_1=-1/3$,

$$\begin{aligned}
u&=P_{1/2}\,\alpha\alpha\beta=\tfrac13(2\alpha\alpha\beta-\alpha\beta\alpha-\beta\alpha\alpha),\\
v&=P_{1/2}\,\alpha\beta\alpha=\tfrac13(-\alpha\alpha\beta+2\alpha\beta\alpha-\beta\alpha\alpha).
\end{aligned} \tag{31}$$

Each has squared norm $(4+1+1)/9=0.667$. Their inner product is $(-2-2+1)/9=-1/3$, so the normalized states overlap by $-0.500$. They are independent and span both doublets, but they are not orthogonal: projection fixes the total spin and does not choose a basis among repeated multiplets.

Orthogonalizing $v$ to $u$ gives

$$v+\tfrac12u=\tfrac12(\alpha\beta-\beta\alpha)\alpha, \tag{32}$$

in which the first two spins form a singlet. In $u$ they form a triplet, since it is symmetric under their exchange. The familiar pairwise coupling scheme thus appears as one choice of orthogonal basis.

A trial can also fail. The symmetric sum of the three products belongs to total spin $3/2$, and $P_{1/2}$ sends it to zero; a superposition can fail in the same way for two spins, as $\alpha\beta+\beta\alpha$ does for $j=0$. For two momenta every amplitude in (24) is nonzero, so any single product in $V_j$ succeeds. With more momenta even a single product can fail: for three spins $1$, $P_0$ sends $|0,0,0\rangle$ to zero. In a larger system one projects several trials and keeps as many independent results as (8) prescribes. The numerical output below lists the amplitudes and squared norms for the main examples of Sections 8 and 9, and the number of cases compared.

## Calculated quantities

```
All quantities below are dimensionless (hbar = 1)
Projector cases tested: 16
Coupling coefficients compared with sympy: 135
Largest coefficient difference below 1e-9: True
Example 1: j1 = 1.5, j2 = 1.0, j = 0.5
Trial: m1 = 1.5, m2 = -1.0
Series coefficient c_0 = 1
Series coefficient c_1 = -1/3
Series coefficient c_2 = 1/24
Amplitude order (m1,m2): [(1.5, -1.0), (0.5, 0.0), (-0.5, 1.0)]
Partial sum through k=0: 1.000000, 0.000000, 0.000000
  norm of J+ on it: 1.414214
Partial sum through k=1: 0.333333, -0.816497, 0.000000
  norm of J+ on it: 1.490712
Partial sum through k=2: 0.500000, -0.408248, 0.288675
  norm of J+ on it: 0.000000
Squared norm of projected trial: 0.500000
Normalized |1/2,1/2>: 0.707107, -0.577350, 0.408248
Its probabilities: 0.500000, 0.333333, 0.166667
Lowered-state order (m1,m2): [(0.5, -1.0), (-0.5, 0.0), (-1.5, 1.0)]
Normalized |1/2,-1/2>: 0.408248, -0.577350, 0.707107
Example 2: three spins 1/2, a = up, b = down
Amplitude order: aab, aba, baa
Projected aab: 0.666667, -0.333333, -0.333333
  squared norm: 0.666667
Projected aba: -0.333333, 0.666667, -0.333333
  squared norm: 0.666667
Overlap of the normalized projected states: -0.500000
Number of independent doublets from these trials: 2
Trace of P_1/2 (number of doublets): 2.000000
j=3/2 series on |3/2,1/2>, eigenvalue: 0.400000
```
